# Resta's Semiconductor Dielectric Model and Its Inverse as a Mixing Preconditioner: a numerical check

```python
"""Resta's Thomas-Fermi screening model of a semiconductor and its use in mixing.

Result under test (atomic units inside the program):
  1/eps(q) = [q^2 + q0^2 sin(qR)/(eps0 q R)] / (q^2 + q0^2),
  eps0 = sinh(q0 R)/(q0 R),
q0: Thomas-Fermi wavevector, R: screening radius, eps0: static electronic constant.
The mixing preconditioner is P(q) = 1/eps(q). Its quality is the spread
kappa = lambda_max/lambda_min of the eigenvalues of P times the SCF Jacobian.
Plain mixing has P = 1; Kerker mixing has P = q^2/(q^2 + q0^2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq

bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
boltzmann_ev = const.k / const.e


def resta_inverse(q, q0, radius, eps0):
    return (q0**2 * np.sinc(q * radius / np.pi) / eps0 + q**2) / (q0**2 + q**2)


def resta_radius(q0, eps0):
    return brentq(lambda a: np.sinh(a) / a - eps0, 1e-3, 50.0, xtol=1e-13) / q0


def kerker(q, q0):
    return q**2 / (q**2 + q0**2)


# ---- rough inputs for amorphous selenium
mass_density = 4.3        # g/cm^3
molar_mass = 78.97        # g/mol
valence = 6
eps0 = 6.0
gap_ev = 2.0
eps_crystal_low, eps_crystal_high = 7.0, 13.0

density_nm3 = valence * mass_density / molar_mass * const.N_A * 1e-21
n0 = density_nm3 * bohr_nm**3
kf = (3 * np.pi**2 * n0) ** (1 / 3)
q0 = np.sqrt(4 * kf / np.pi)
radius = resta_radius(q0, eps0)


# ---- Thomas-Fermi wavevector from the compressibility of the gas
def gas_density(mu):
    return (2 * mu) ** 1.5 / (3 * np.pi**2)


mu0, dmu = kf**2 / 2, 1e-5
slope = (gas_density(mu0 + dmu) - gas_density(mu0 - dmu)) / (2 * dmu)
assert abs(4 * np.pi * slope / q0**2 - 1) < 1e-7

# ---- radial screening problem by finite differences, unit charge
intervals = 4000
r = np.linspace(0, radius, intervals + 1)
step = r[1]
bands = np.ones((3, intervals - 1))
bands[1] = -2 - (q0 * step) ** 2
rhs = np.zeros(intervals - 1)
rhs[0] = 1.0              # boundary value W(0) = -1 moved to the right side
w = np.concatenate(([-1.0], solve_banded((1, 1), bands, rhs), [0.0]))
cloud = simpson(-q0**2 * r * w, x=r)
eps0_numeric = 1 / (1 - cloud)
assert abs(eps0_numeric - np.sinh(q0 * radius) / (q0 * radius)) < 1e-4
max_transform_error = 0.0
for q in (0.1, 0.4, 1.0, 2.0, 5.0):
    inverse_numeric = 1 - simpson(-q0**2 * w * np.sin(q * r) / q, x=r)
    error = abs(inverse_numeric - resta_inverse(q, q0, radius, eps0))
    max_transform_error = max(max_transform_error, error)
assert max_transform_error < 1e-5

# ---- small-q coefficient from the second moment of the numerical cloud
moment = simpson(-q0**2 * r**3 * w, x=r) / 6
curvature = (1 - 1 / eps0) / q0**2 - radius**2 / (6 * eps0)
assert abs(moment / curvature - 1) < 1e-4
q_small = 1e-3
series_slope = (resta_inverse(q_small, q0, radius, eps0) - 1 / eps0) / q_small**2
assert abs(series_slope / curvature - 1) < 1e-4

# ---- bounds and the metallic limit
q_scan = np.geomspace(1e-2, 50, 3000)
for e in (1.5, 6.0, 12.0, 50.0):
    inv = resta_inverse(q_scan, q0, resta_radius(q0, e), e)
    assert np.all(inv > 1 / e) and np.all(inv < 1)
far = 40 / q0
far_eps = np.sinh(40.0) / 40.0
q_metal = np.linspace(0.05, 5, 200)
assert np.allclose(resta_inverse(q_metal, q0, far, far_eps),
                   kerker(q_metal, q0), rtol=1e-8)

print(f"Se mass density (rough input): {mass_density:.1f} g/cm3")
print(f"Se electronic eps0 (rough input): {eps0:.1f}")
print(f"valence electron density: {density_nm3:.1f} nm^-3")
print(f"kF: {kf / bohr_nm:.2f} nm^-1")
print(f"q0: {q0 / bohr_nm:.2f} nm^-1")
print(f"q0*R: {q0 * radius:.4f}")
print(f"R: {radius * bohr_nm:.4f} nm = {radius:.3f} bohr")
print(f"eps0 from radial finite differences: {eps0_numeric:.5f}")
print(f"screening electrons per unit charge: {cloud:.5f}")
print(f"largest error of 1/eps(q) against quadrature: {max_transform_error:.1e}")
print(f"small-q coefficient b: {curvature * bohr_nm**2:.6f} nm^2")
for q_nm in (2.0, 5.0, 10.0, 20.0, 40.0):
    value = 1 / resta_inverse(q_nm * bohr_nm, q0, radius, eps0)
    print(f"eps(q = {q_nm:.0f} nm^-1): {value:.3f}")

# ---- homogeneous cells: spread of P(q) times the model response
q_cut = 200 * bohr_nm
print(f"largest wavevector in the cells: {q_cut / bohr_nm:.0f} nm^-1")
wrong_eps = 12.0
wrong_radius = resta_radius(q0, wrong_eps)
for cell_nm in (2.0, 10.0):
    q1 = 2 * np.pi / (cell_nm / bohr_nm)
    q = q1 * np.arange(1, int(q_cut / q1) + 1)
    response = 1 / resta_inverse(q, q0, radius, eps0)
    wrong = response * resta_inverse(q, q0, wrong_radius, wrong_eps)
    ker = response * kerker(q, q0)
    metal = resta_inverse(q, q0, radius, eps0) / kerker(q, q0)
    print(f"cell {cell_nm:.0f} nm, kappa: plain {np.ptp(response) / response.min() + 1:.2f}"
          f", Kerker {ker.max() / ker.min():.1f}"
          f", Resta set to eps0={wrong_eps:.0f} {wrong.max() / wrong.min():.2f}")
    print(f"cell {cell_nm:.0f} nm, Resta on a metal: kappa {metal.max() / metal.min():.1f}")
assert abs(metal[0] * eps0 * q1**2 / q0**2 - 1) < 0.05


# ---- microscopic insulator with planar charge; all operators on a Fourier grid
class PlanarInsulator:
    period = 0.25 / bohr_nm
    depth = 10.0 / hartree_ev
    points_per_cell = 12

    def __init__(self, cells):
        self.cells = cells
        self.n = cells * self.points_per_cell
        self.h = self.period / self.points_per_cell
        x = self.h * np.arange(self.n)
        self.q = np.abs(2 * np.pi * np.fft.fftfreq(self.n, self.h))
        self.v = np.zeros(self.n)
        self.v[1:] = 4 * np.pi / self.q[1:] ** 2
        plane = np.fft.fft(np.eye(self.n), axis=0)
        self.kinetic = np.fft.ifft(self.q[:, None]**2 / 2 * plane, axis=0).real
        self.potential = self.depth * np.cos(2 * np.pi * x / self.period)
        energy, psi = eigh(self.kinetic + np.diag(self.potential))
        self.gap = energy[cells] - energy[cells - 1]
        pairs = psi[:, :cells, None] * psi[:, None, cells:]
        denominator = energy[:cells, None] - energy[None, cells:]
        pairs = pairs.reshape(self.n, -1)
        chi = 2 / self.h * (pairs / denominator.ravel()) @ pairs.T
        unitary = np.fft.fft(np.eye(self.n), axis=0, norm="ortho")
        chi_q = (unitary @ chi @ unitary.conj().T)[1:, 1:]
        root_v = np.sqrt(self.v[1:])
        self.polar = -root_v[:, None] * chi_q * root_v[None, :]

    def macroscopic(self, filling):
        matrix = np.eye(self.n - 1) + filling * self.polar
        return 1 / np.linalg.inv(matrix)[0, 0].real

    def extremes(self, filling, precond):
        root = np.sqrt(precond[1:])
        matrix = np.eye(self.n - 1) + filling * self.polar
        matrix = root[:, None] * matrix * root[None, :]
        values = np.linalg.eigvalsh((matrix + matrix.conj().T) / 2)
        return values[0], values[-1]

    def density(self, potential, filling):
        _, psi = eigh(self.kinetic + np.diag(potential))
        return filling / self.h * np.sum(psi[:, :self.cells] ** 2, axis=1)


def preconditioners(q):
    plain = np.ones_like(q)
    ker = kerker(q, q0)
    ker[0] = 1.0          # the uniform component never changes
    return {"plain": plain, "Kerker": ker,
            "Resta": resta_inverse(q, q0, radius, eps0)}


small, large = PlanarInsulator(16), PlanarInsulator(32)
filling = brentq(lambda s: small.macroscopic(s) - eps0, 1e-4, 100.0)
print(f"test insulator: period {small.period * bohr_nm:.2f} nm, "
      f"potential amplitude {small.depth * hartree_ev:.1f} eV")
print(f"test insulator gap: {small.gap * hartree_ev:.2f} eV")
print(f"test insulator filling: {filling / bohr_nm**2:.2f} electrons/nm2 per cell")
print(f"macroscopic eps, 16 and 32 periods: {small.macroscopic(filling):.3f}, "
      f"{large.macroscopic(filling):.3f}")

kappa = {}
for system in (small, large):
    for name, p in preconditioners(system.q).items():
        low, high = system.extremes(filling, p)
        assert low > 0
        kappa[name, system.cells] = high / low
        if name == "Kerker":
            estimate = system.macroscopic(filling) * p[1]
            assert abs(low / estimate - 1) < 0.05
            print(f"Kerker lambda_min, {system.cells} periods: {low:.5f}"
                  f" (estimate {estimate:.5f})")
for name in ("plain", "Kerker", "Resta"):
    print(f"{name} kappa, 16 and 32 periods: {kappa[name, 16]:.3f}, {kappa[name, 32]:.3f}")
assert 3.4 < kappa["Kerker", 32] / kappa["Kerker", 16] < 4.1
assert abs(kappa["Resta", 32] / kappa["Resta", 16] - 1) < 0.05
assert abs(kappa["plain", 32] / kappa["plain", 16] - 1) < 0.10
assert kappa["Resta", 16] < kappa["plain", 16] < kappa["Kerker", 16]

# ---- full nonlinear SCF loops near the known fixed point
fixed = small.density(small.potential, filling)
noise = np.random.default_rng(7).normal(size=small.n)
noise -= noise.mean()
start = 1e-6 * fixed.mean() * noise
reduction = 1e-5
counts = {}
for name, p in preconditioners(small.q).items():
    low, high = small.extremes(filling, p)
    alpha, rate = 2 / (low + high), (high - low) / (high + low)
    weight = np.sqrt(small.v / p)
    error = start.copy()
    initial = np.linalg.norm(weight * np.fft.fft(error))
    count = 0
    while np.linalg.norm(weight * np.fft.fft(error)) > reduction * initial:
        hartree = np.fft.ifft(small.v * np.fft.fft(error)).real
        output = small.density(small.potential + hartree, filling)
        residual = output - fixed - error
        error = error + alpha * np.fft.ifft(p * np.fft.fft(residual)).real
        count += 1
        assert count < 1500
    bound = int(np.ceil(np.log(reduction) / np.log(rate)))
    assert count <= bound + 1
    counts[name] = count
    print(f"{name} SCF: alpha {alpha:.3f}, rate {rate:.4f}, "
          f"steps {count}, predicted at most {bound}")
assert counts["Resta"] < counts["plain"] < counts["Kerker"]
print(f"error reduction in the SCF loops: {reduction:.0e}")

# ---- sizes of neglected effects for the selenium numbers
q = np.linspace(0.01, q_cut, 4001)
model = 1 / resta_inverse(q, q0, radius, eps0)


def exchange_potential(n):
    return -(3 * n / np.pi) ** (1 / 3)


dn = 1e-4 * n0
fx = (exchange_potential(n0 + dn) - exchange_potential(n0 - dn)) / (2 * dn)
assert abs(fx * q0**2 / (4 * np.pi) + 1 / (np.pi * kf)) < 1e-6
with_exchange = (1 + (model - 1) * (1 + fx * q**2 / (4 * np.pi))) / model
y = q / (2 * kf)
lindhard = 0.5 + (1 - y**2) / (4 * y) * np.log(np.abs((1 + y) / (1 - y)))
with_lindhard = (1 + (model - 1) * lindhard) / model
print(f"local exchange: smallest lambda {with_exchange.min():.3f}")
print(f"Lindhard fall-off: smallest lambda {with_lindhard.min():.3f} "
      f"at q = {q[with_lindhard.argmin()] / bohr_nm:.1f} nm^-1")
print(f"crystal eps (rough inputs): {eps_crystal_low:.0f} and {eps_crystal_high:.0f}; "
      f"long-wave kappa {eps_crystal_high / eps_crystal_low:.2f}")


def cloud_density(s):
    return q0**2 * np.sinh(q0 * (radius - s)) / (4 * np.pi * s * np.sinh(q0 * radius))


nonlinear = brentq(lambda s: cloud_density(s) - n0, 1e-3, 0.999 * radius)
print(f"unit charge: linear cloud exceeds n0 inside {nonlinear * bohr_nm:.4f} nm")


def carrier_term(kt_ev, q1):
    kt = kt_ev / hartree_ev
    carriers = 2 * (kt / (2 * np.pi)) ** 1.5 * np.exp(-gap_ev / (2 * kt_ev))
    return 8 * np.pi * carriers / kt / q1**2


q1 = 2 * np.pi * bohr_nm / 10.0
hot = brentq(lambda t: carrier_term(t, q1) - eps0, 0.02, 0.6)
print(f"gap (rough input): {gap_ev:.1f} eV; free-carrier mass: 1 electron mass")
print(f"carrier term in eps, 300 K, 10 nm cell: {carrier_term(300 * boltzmann_ev, q1):.1e}")
print(f"carrier term equals eps0 at kT = {hot:.3f} eV = {hot / boltzmann_ev:.0f} K")
print("every check passed")
```

Printed output:

```
Se mass density (rough input): 4.3 g/cm3
Se electronic eps0 (rough input): 6.0
valence electron density: 196.7 nm^-3
kF: 17.99 nm^-1
q0: 20.81 nm^-1
q0*R: 3.8276
R: 0.1840 nm = 3.476 bohr
eps0 from radial finite differences: 6.00000
screening electrons per unit charge: 0.83333
largest error of 1/eps(q) against quadrature: 4.5e-08
small-q coefficient b: 0.000985 nm^2
eps(q = 2 nm^-1): 5.862
eps(q = 5 nm^-1): 5.239
eps(q = 10 nm^-1): 3.867
eps(q = 20 nm^-1): 2.136
eps(q = 40 nm^-1): 1.264
largest wavevector in the cells: 200 nm^-1
cell 2 nm, kappa: plain 5.61, Kerker 8.1, Resta set to eps0=12 1.85
cell 2 nm, Resta on a metal: kappa 8.1
cell 10 nm, kappa: plain 5.92, Kerker 188.8, Resta set to eps0=12 2.03
cell 10 nm, Resta on a metal: kappa 188.8
test insulator: period 0.25 nm, potential amplitude 10.0 eV
test insulator gap: 9.89 eV
test insulator filling: 249.53 electrons/nm2 per cell
macroscopic eps, 16 and 32 periods: 6.000, 6.050
Kerker lambda_min, 16 periods: 0.03359 (estimate 0.03400)
Kerker lambda_min, 32 periods: 0.00858 (estimate 0.00861)
plain kappa, 16 and 32 periods: 12.310, 12.438
Kerker kappa, 16 and 32 periods: 77.571, 303.655
Resta kappa, 16 and 32 periods: 4.963, 4.990
plain SCF: alpha 0.150, rate 0.8497, steps 68, predicted at most 71
Kerker SCF: alpha 0.758, rate 0.9745, steps 444, predicted at most 447
Resta SCF: alpha 0.517, rate 0.6646, steps 28, predicted at most 29
error reduction in the SCF loops: 1e-05
local exchange: smallest lambda 0.668
Lindhard fall-off: smallest lambda 0.863 at q = 39.4 nm^-1
crystal eps (rough inputs): 7 and 13; long-wave kappa 1.86
unit charge: linear cloud exceeds n0 inside 0.0552 nm
gap (rough input): 2.0 eV; free-carrier mass: 1 electron mass
carrier term in eps, 300 K, 10 nm cell: 1.4e-15
carrier term equals eps0 at kT = 0.260 eV = 3014 K
every check passed
```
